# One-Loop Ward-Takahashi Identity, Z1 = Z2, and F1(0) = 1, part 2

At one loop, a virtual photon corrects both a lepton's vertex with an external potential and the normalization of its external legs. Part 1 showed, from an identity between the two corrections, that they cancel at zero momentum transfer for every lepton mass. The loop integrals are now evaluated explicitly, and the cancellation is found again without using that identity.

Atomic units are used, with \(c=1/\alpha\), so \(m=1\) is the electron mass. The lepton has \(M=mc\), four-momenta are \(p^\mu=(E/c,\mathbf p)\), the metric is \((+,-,-,-)\), \(\not p=\gamma^\mu p_\mu\), and \(g^2=4\pi\alpha\). The Feynman-gauge photon propagator is \(-ig_{\alpha\beta}D(l)\), with
\[
D(l)=\frac{1}{l^2-\lambda^2}-\frac{1}{l^2-\Lambda^2},\qquad 0<\lambda<\Lambda .
\]
The photon mass \(\lambda\) and cutoff \(\Lambda\) are momenta. In \(\Delta_\mu\) below, \(\mu\) labels a photon mass, \(\lambda\) or \(\Lambda\), and is not a Lorentz index.

With \(q=p'-p\), \(k=p-l\) and \(k'=p'-l\), the self-energy and vertex correction are
\[
\Sigma(p)=-ig^2\!\int\!\frac{d^4l}{(2\pi)^4}\,\gamma^\alpha\frac{1}{\not k-M}\gamma_\alpha D(l),\tag{1}
\]
\[
V^\mu(p',p)=-ig^2\!\int\!\frac{d^4l}{(2\pi)^4}\,\gamma^\alpha\frac{1}{\not k'-M}\gamma^\mu\frac{1}{\not k-M}\gamma_\alpha D(l).\tag{2}
\]
They satisfy
\[
\boxed{\,q_\mu V^\mu(p',p)=\Sigma(p)-\Sigma(p')\,}\tag{4}
\]
Its \(q\to0\) limit assumed that \(\Sigma\) is differentiable and \(V^\mu\) continuous there.

On-shell spinors obey \(\not pu=Mu\), \(\bar u\not p=M\bar u\) and
\[
2M\,\bar u\gamma^\mu u=2p^\mu\,\bar uu
\quad\Longrightarrow\quad
p^\mu\,\bar uu=M\,\bar u\gamma^\mu u.\tag{7}
\]
The number \(L\) is defined by \(\bar uV^\mu(p,p)u=L\,\bar u\gamma^\mu u\), and \(\hat\Sigma(W)\) is \(\Sigma\) with \(\not p\) replaced by the number \(W\). Then
\[
L=-\hat\Sigma'(M).\tag{8}
\]
If the vertex uses a different kernel \(D_V\), then \(L=-\hat\Sigma'_V(M)\), where \(\Sigma_V\) is (1) evaluated with \(D_V\).

The propagator residue \(Z_2\), the vertex constant \(Z_1\) and the charge form factor \(F_1\) at \(q=0\) are given by
\[
Z_2^{-1}=1-\hat\Sigma'(M),\qquad Z_1^{-1}=1+L,\tag{9}
\]
\[
\boxed{\,F_1(0)=Z_2(1+L)=\frac{Z_2}{Z_1}=1\,}\tag{10}
\]

### 2.2 Self-energy

For one photon mass \(\mu\), combine the denominators with
\[
\frac1{ab}=\int_0^1\!\frac{dz}{[(1-z)a+zb]^2},\qquad a=k^2-M^2,\quad b=l^2-\mu^2 .
\]
The bracket is \(l^2-2(1-z)\,l\cdot p+(1-z)(p^2-M^2)-z\mu^2\). Completing the square with \(l=\ell+(1-z)p\) turns it into \(\ell^2-\Delta_\mu\), where
\[
\Delta_\mu=(1-z)M^2+z\mu^2-z(1-z)p^2.\tag{11}
\]
The shift is the same for both photon masses, and it is allowed because their difference converges.

Since \((\not k-M)^{-1}=(\not k+M)/(k^2-M^2)\), the numerator is \(\gamma^\alpha(\not k+M)\gamma_\alpha=-2\not k+4M\). After the shift \(k=zp-\ell\), and the term odd in \(\ell\) integrates to zero. This leaves \(4M-2z\not p\).

The remaining integral is done by setting \(\ell^0=i\ell_4\), so that \(d^4\ell=i\,d^4\ell_E\) and \(\ell^2=-r\) with \(r\ge0\). The angular integral gives \(2\pi^2\), and the radial measure is \(\tfrac12r\,dr\). The common prefactor is \(i\,2\pi^2\cdot\tfrac12/(2\pi)^4=i/(16\pi^2)\), so
\[
\int\!\frac{d^4\ell}{(2\pi)^4}\left[\frac1{(\ell^2-\Delta_\lambda)^2}-\frac1{(\ell^2-\Delta_\Lambda)^2}\right]
=\frac{i}{16\pi^2}\ln\frac{\Delta_\Lambda}{\Delta_\lambda}.
\]
The logarithm follows from \(r/(r+\Delta)^2=1/(r+\Delta)-\Delta/(r+\Delta)^2\). The second piece integrates to \(-1\) for any \(\Delta\) and cancels in the difference. Multiplying by \(-ig^2=-4\pi i\alpha\),
\[
\Sigma(p)=\frac{\alpha}{2\pi}\int_0^1\!dz\,(2M-z\not p)\,\ln\frac{\Delta_\Lambda}{\Delta_\lambda}.\tag{12}
\]

The integrand is smooth while \(\Delta_\lambda>0\). For \(0<z<1\) this requires \(p^2<M^2/z+\lambda^2/(1-z)\). The right side is smallest at \(z=M/(M+\lambda)\), where it equals \((M+\lambda)^2\). This is the threshold for emitting a photon of mass \(\lambda\), and below it \(\Sigma\) is differentiable, as Part 1 assumed. Above it the logarithm becomes complex and the \(i0\) prescription is needed.

### 2.3 Vertex

Three denominators are combined with
\[
\frac1{abd}=2\int\!\frac{dx\,dy}{[xa+yb+zd]^3},\qquad z=1-x-y,\quad x,y,z\ge0,
\]
where \(x\) goes with \(k^2-M^2\), \(y\) with \(k'^2-M^2\) and \(z\) with the photon. Put \(P=xp+yp'\) and \(l=\ell+P\). The bracket becomes \(\ell^2-\Delta_\mu\), with
\[
\Delta_\mu=P^2-xp^2-yp'^2+(x+y)M^2+z\mu^2.\tag{13}
\]
The numerator is \(\gamma^\alpha(\not k'+M)\gamma^\mu(\not k+M)\gamma_\alpha\), with \(k'=p'-P-\ell\) and \(k=p-P-\ell\). Terms linear in \(\ell\) vanish. In the quadratic term, symmetry allows \(\ell^\rho\ell^\sigma\to g^{\rho\sigma}\ell^2/4\). Applying \(\gamma^\rho\gamma^\mu\gamma_\rho=-2\gamma^\mu\) twice gives
\[
\gamma^\alpha\not\ell\gamma^\mu\not\ell\gamma_\alpha\to\frac{\ell^2}{4}(-2)(-2)\gamma^\mu=\ell^2\gamma^\mu .
\]
The part free of \(\ell\) is
\[
N^\mu=\gamma^\alpha(\not p'-\not P+M)\gamma^\mu(\not p-\not P+M)\gamma_\alpha .
\]
The same rotation as before gives the two integrals needed:
\[
\int\!\frac{d^4\ell}{(2\pi)^4}\frac{1}{(\ell^2-\Delta)^3}=\frac{-i}{32\pi^2\Delta},
\]
\[
\int\!\frac{d^4\ell}{(2\pi)^4}\left[\frac{\ell^2}{(\ell^2-\Delta_\lambda)^3}-\frac{\ell^2}{(\ell^2-\Delta_\Lambda)^3}\right]=\frac{i}{16\pi^2}\ln\frac{\Delta_\Lambda}{\Delta_\lambda}.
\]
The first uses \(\int_0^\infty r\,dr/(r+\Delta)^3=1/(2\Delta)\). In the second,
\[
\frac{r^2}{(r+\Delta)^3}=\frac1{r+\Delta}-\frac{2\Delta}{(r+\Delta)^2}+\frac{\Delta^2}{(r+\Delta)^3},
\]
and the last two terms integrate to constants that cancel in the difference.

Including the factor 2 from the parameter formula and the prefactor \(-4\pi i\alpha\), the logarithm has coefficient \((-4\pi i\alpha)(2)(i/16\pi^2)=\alpha/2\pi\). The term in \(N^\mu\) has coefficient \((-4\pi i\alpha)(2)(-i/32\pi^2)=-\alpha/4\pi\). Thus
\[
V^\mu=\frac{\alpha}{4\pi}\int\!dx\,dy\left[2\gamma^\mu\ln\frac{\Delta_\Lambda}{\Delta_\lambda}-N^\mu\left(\frac1{\Delta_\lambda}-\frac1{\Delta_\Lambda}\right)\right].\tag{14}
\]
At \(p'=p\), (13) reduces to (11). It is therefore positive below the same threshold, and \(V^\mu\) is continuous at \(q=0\) there.

### 2.4 On-shell values and their cancellation

Set \(p'=p\) and \(p^2=M^2\). Both (11) and (13) become
\[
\Delta_\mu=(1-z)^2M^2+z\mu^2 .
\]
Define
\[
\mathcal L=\ln\frac{\Delta_\Lambda}{\Delta_\lambda},\qquad
R=M^2\left(\frac1{\Delta_\lambda}-\frac1{\Delta_\Lambda}\right).
\]

For the vertex, \(P=(1-z)p\), so \(N^\mu=\gamma^\alpha(z\not p+M)\gamma^\mu(z\not p+M)\gamma_\alpha\). Its three parts are
\[
-2z^2\not p\gamma^\mu\not p,\qquad
zM\gamma^\alpha(2p^\mu)\gamma_\alpha=8zMp^\mu,\qquad
-2M^2\gamma^\mu .
\]
Between spinors \(\not p\to M\) on either side, and (7) turns \(p^\mu\) into \(M\gamma^\mu\). The sum is \(-2M^2(1-4z+z^2)\gamma^\mu\). At fixed \(z\), the integral over \(x\) and \(y\) gives a length \(1-z\). Hence
\[
L=\frac{\alpha}{2\pi}\int_0^1\!dz\,(1-z)\left[\mathcal L+(1-4z+z^2)R\right].\tag{15}
\]

For the self-energy, replace \(\not p\) by \(W\) in (12). From (11), \(d\Delta_\mu/dW=-2z(1-z)M\) at \(W=M\), so \(d\mathcal L/dW=2z(1-z)R/M\). The product rule gives
\[
\hat\Sigma'(M)=\frac{\alpha}{2\pi}\int_0^1\!dz\left[-z\mathcal L+2z(1-z)(2-z)R\right].\tag{16}
\]

In the sum of (15) and (16), \(\mathcal L\) has coefficient \(1-2z\), and \(R\) has coefficient
\[
(1-z)[1-4z+z^2+4z-2z^2]=(1-z)(1-z^2).
\]
Compare this with the derivative of \(z(1-z)\mathcal L\). Since \(d\Delta_\mu/dz=-2(1-z)M^2+\mu^2\) and \(z\mu^2=\Delta_\mu-(1-z)^2M^2\),
\[
\frac{z}{\Delta_\mu}\frac{d\Delta_\mu}{dz}=1-\frac{(1-z^2)M^2}{\Delta_\mu}.
\]
Subtracting the \(\lambda\) case from the \(\Lambda\) case gives \(z\,d\mathcal L/dz=(1-z^2)R\), and therefore
\[
L+\hat\Sigma'(M)=\frac{\alpha}{2\pi}\int_0^1\!dz\,\frac{d}{dz}\left[z(1-z)\mathcal L\right]=0.\tag{17}
\]
The boundary terms vanish because \(\mathcal L\) is finite at both ends: it is \(0\) at \(z=0\) and \(\ln(\Lambda^2/\lambda^2)\) at \(z=1\). The cancellation thus holds at finite \(\Lambda\), without any limit.

### 2.5 How the separate pieces depend on mass

Let \(\lambda\ll M\ll\Lambda\). Then \(\mathcal L\simeq\ln(\Lambda^2/M^2)+\ln z-2\ln(1-z)\). With \(\int_0^1z\ln z\,dz=-\tfrac14\) and \(\int_0^1z\ln(1-z)\,dz=-\tfrac34\), the first term of (16) contributes \(-\tfrac12\ln(\Lambda^2/M^2)-\tfrac54\).

In the second term put \(u=1-z\) and \(\rho=\lambda^2/M^2\). Then \(z(2-z)=1-u^2\) and \(R\simeq1/(u^2+\rho)\), because \(\rho\) matters only near \(u=0\). The integral \(2\int_0^1u(1-u^2)/(u^2+\rho)\,du\) tends to \(-\ln\rho-1\). Altogether,
\[
\hat\Sigma'(M)\simeq-\frac{\alpha}{2\pi}\left[\frac12\ln\frac{\Lambda^2}{M^2}+\ln\frac{\lambda^2}{M^2}+\frac94\right].\tag{18}
\]
At fixed regulators, raising the mass from \(m_1\) to \(m_2\) changes \(\hat\Sigma'\) by \((3\alpha/2\pi)\ln(m_2/m_1)\). In Feynman gauge, one third comes from the short-wavelength logarithm and two thirds from the long-wavelength one. This split depends on the gauge. If \(g_{\alpha\beta}\) in the photon propagator is replaced by \(g_{\alpha\beta}-(1-\xi)\,l_\alpha l_\beta/(l^2-\lambda^2)\), then for \(\lambda\ll\Lambda\) the derivative \(\hat\Sigma'\) gains the mass-independent term \((1-\xi)(\alpha/4\pi)[\ln(\Lambda^2/\lambda^2)-1]\). The shares become \(\xi/3\) and \((3-\xi)/3\), while the total \((3\alpha/2\pi)\ln(m_2/m_1)\) is unchanged. By (17), \(L\) changes by the opposite amount.

As \(\lambda\to0\), both \(L\) and \(\hat\Sigma'\) diverge in Feynman gauge; the logarithm of \(\lambda\) cancels only for \(\xi=3\). The ratio \(Z_2/Z_1\) must be formed first and the limit taken afterwards.

### 2.6 Numerical values

Momenta are quoted as \(pc\) in eV. For \(m=1\), \(Mc=510\,998.95\) eV.

**Off-shell identity.** Take \(\lambda c=2\times10^5\) eV, \(\Lambda c=5\times10^6\) eV and
\[
pc=(3,\,1,\,-1.5,\,0.5)\times10^5\ \text{eV},\qquad
p'c=(1.5,\,-2,\,1,\,2.5)\times10^5\ \text{eV}.
\]
The unit-matrix part of \(\Sigma c\) is 5154.06 eV at \(p\) and 4944.08 eV at \(p'\). The difference, 209.98 eV, equals the unit-matrix part of \(q_\mu V^\mu c\) from (14). For the \(\gamma^0\) part, \(-888.01-(-425.86)=-462.15\) eV, again equal to the vertex value. Over all 16 matrix elements the largest discrepancy is about \(10^{-14}\) of the largest element. Forms (12) and (14) were also tested against direct quadrature of (1) and (2) at imaginary energies, with agreement at a similar level.

With the same regulators on the mass shell, \(L=0.0013656\) and \(\hat\Sigma'=-0.0013656\). Here \(\lambda/M\) is about 0.4, so the cancellation does not rely on (18).

**Three masses.** Now take \(\lambda c=10\) eV and \(\Lambda c=10^{12}\) eV. For \(m=1\), (18) gives
\[
\hat\Sigma'\simeq-0.00116141\,(14.48690-21.68308+2.25)=0.00574454 .
\]
The integral (16) gives 0.00574465. The gap of \(1.1\times10^{-7}\) is the leading term dropped from (18), which is of first order in \(\lambda/M\) and equals \((\alpha/2\pi)(3\pi/2)(\lambda/M)\). The constants are:

- \(m=1\): \(L=-0.005745\), \(Z_1=Z_2=1.005778\)
- \(m=20\): \(L=-0.016182\), \(Z_1=Z_2=1.016449\)
- \(m=400\): \(L=-0.026620\), \(Z_1=Z_2=1.027348\)

In each case \(F_1(0)=1\) to the ten decimals printed in the numerical output. For \(m=1\) the product is \(1.005778\times(1-0.005745)=1.000000\). From \(m=1\) to \(m=400\), \(\hat\Sigma'\) rises by 0.020876, in agreement with \(3\times0.00116141\times\ln400\).

Here \(Z_2\) exceeds one, so it cannot be read as a probability. By (18), this happens because the long-wavelength logarithm \(\ln(\lambda^2/M^2)\), which is negative, outweighs the other two terms in the bracket and makes \(\hat\Sigma'\) positive. With the regulators of the off-shell test \(\hat\Sigma'\) is negative and \(Z_2<1\). The value of \(Z_2\) also depends on the gauge: for \(m=1\) and the regulators of this comparison, the propagator of Section 2.5 gives \(Z_2=1.0358\) at \(\xi=0\) and \(0.9506\) at \(\xi=3\).

**Unequal regulators.** Suppose the vertex alone is given the cutoff \(2\Lambda\). By (18) and \(L=-\hat\Sigma'_V\), \(L\) rises by \((\alpha/2\pi)\ln2=0.000805\). For \(m=1\) this gives
\[
F_1(0)=1+Z_2\times0.000805=1.00081 .
\]
To first order in \(\alpha\) the error is \((\alpha/2\pi)\ln2\). For \(\Lambda\gg M\) it depends only on the ratio of the two cutoffs, so raising both together does not remove it. The factor \(Z_2\) in the unexpanded quotient does change slowly with \(\Lambda\), but that change is of higher order in \(\alpha\), where the omitted two-loop diagrams also contribute.

### 2.7 Evaluating the integrals

When \(\lambda\ll M\), \(R\) varies rapidly within \(1-z\sim\lambda/M\). When \(\Lambda\gg M\), \(\mathcal L\) varies rapidly near \(z\sim M^2/\Lambda^2\). Splitting the range at \(z=\tfrac12\), and using \(\ln z\) below and \(\ln(1-z)\) above as the integration variable, resolves both regions. In the upper half, \(1-z\) should be kept as its own variable, since recomputing it from \(z\) loses digits.

A check of (4) should use off-shell momenta and the full matrices, because on-shell matrix elements make both sides zero. For real-valued logarithms, \(\Delta_\lambda\) must be positive throughout the parameter region.

## Numbers as computed

```
fine-structure constant alpha = 0.007297353 (dimensionless)
alpha/(2 pi) = 0.001161410 (dimensionless)
rest energy for m = 1: 510998.95 eV
off-shell test: photon mass 2.0e+05 eV, cutoff 5.0e+06 eV
imaginary energies pin, pout: 3.0e+05, 7.0e+05 eV (times i)
Sigma, parameter form vs loop: relative gap 1.7e-14
vertex, parameter form vs loop: relative gap 1.9e-14
pin  (E, px c, py c, pz c) = [300000.0, 100000.0, -150000.0, 50000.0] eV
pout (E, px c, py c, pz c) = [150000.0, -200000.0, 100000.0, 250000.0] eV
Sigma(pin): unit-matrix part 5154.060591 eV, gamma^0 part -888.014806 eV
Sigma(pout): unit-matrix part 4944.081321 eV, gamma^0 part -425.862520 eV
q.Vertex: unit-matrix part 209.979271 eV, gamma^0 part -462.152286 eV
Sigma(pin)-Sigma(pout): unit-matrix part 209.979271 eV, gamma^0 part -462.152286 eV
identity, all 16 elements: relative gap 1.1e-14
Vertex(p,p) vs -dSigma/dp on shell: relative gap 1.5e-08
same regulators: L from spinors 0.001365553, from formula 0.001365553
same regulators: dSigma from differences -0.001365553, from formula -0.001365553
summed integrand minus total derivative = 0
mass comparison: photon mass 10.0 eV, cutoff 1.0e+12 eV
m = 1: rest energy 5.109990e+05 eV
  L = -0.00574465, dSigma = 0.00574465, limit form 0.00574454
  Z1 = 1.00577784, Z2 = 1.00577784, F1(0) = 1.0000000000
m = 20: rest energy 1.021998e+07 eV
  L = -0.01618236, dSigma = 0.01618236, limit form 0.01618236
  Z1 = 1.01644854, Z2 = 1.01644854, F1(0) = 1.0000000000
m = 400: rest energy 2.043996e+08 eV
  L = -0.02662017, dSigma = 0.02662017, limit form 0.02662017
  Z1 = 1.02734819, Z2 = 1.02734819, F1(0) = 1.0000000000
change of dSigma from m = 1 to 400: 0.02087553, law 0.02087564
vertex cutoff doubled, m = 1: L shifts by 0.00080503, law 0.00080503
vertex cutoff doubled, m = 1: F1(0) = 1.00080968
```
